\section*{Mass of a Strong-Coupling Polaron from a Slowly Moving Polarisation Well}

\section{Which mass goes into the transport calculation?}

Suppose that a calculation for an ionic crystal has given an excess carrier together with the lattice polarisation around it. A transport model now needs a mass. One may enter the band mass $m$, or a larger mass that includes the ions moving with the carrier. The second choice needs an estimate of the lattice contribution and a criterion for trusting it. Both can be found for a carrier that sits in its own polarisation well and drags the well along slowly.

For the best Gaussian density the lattice contributes
\begin{equation}
M_{\rm field}=\frac{16\,\alpha^4}{81\pi^2}\,m ,
\label{eq:result}
\end{equation}
where $\alpha$ is the coupling constant defined below. This is the field's share of the mass; the carrier adds its own $m$.

\section{The polarisation as a driven oscillator}

Let the carrier have charge $-e$ and density $n(\mathbf r)$, normalised to one. Its displacement field obeys $\nabla\cdot\mathbf D=-en$ and $\nabla\times\mathbf D=0$. The crystal is an isotropic continuum with static and high-frequency dielectric constants $\varepsilon_0$ and $\varepsilon_\infty$; the vacuum permittivity is written $\epsilon_{\rm v}$.

In a medium of dielectric constant $\varepsilon$ the longitudinal polarisation is $(1-1/\varepsilon)\mathbf D$. The electronic part, $(1-1/\varepsilon_\infty)\mathbf D$, follows the carrier at once and is counted in the band properties. The static ionic part is the difference,
\begin{equation}
\mathbf P=\kappa\mathbf D,\qquad
\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.
\end{equation}

The ionic polarisation produces a potential $\phi$ with $\nabla\phi=\mathbf P/\epsilon_{\rm v}$. Its energy with the carrier is
\begin{equation}
\int(-en)\phi\,d^3r=\int(\nabla\cdot\mathbf D)\phi\,d^3r
=-\frac1{\epsilon_{\rm v}}\int\mathbf P\cdot\mathbf D\,d^3r .
\end{equation}
Let all longitudinal optical modes have the same frequency $\omega$. A harmonic Lagrangian with this coupling, this frequency and the static response $\kappa\mathbf D$ is
\begin{equation}
L_P=\frac1{2\epsilon_{\rm v}\kappa}\int
\left(\frac{\dot{\mathbf P}^2}{\omega^2}-\mathbf P^2\right)d^3r
+\frac1{\epsilon_{\rm v}}\int\mathbf P\cdot\mathbf D\,d^3r .
\end{equation}
Varying $\mathbf P$ gives
\begin{equation}
\frac{\ddot{\mathbf P}}{\omega^2}+\mathbf P=\kappa\mathbf D .
\label{eq:motion}
\end{equation}
Completing the square in the potential energy gives
\begin{equation}
V=-\frac{\kappa}{2\epsilon_{\rm v}}\int\mathbf D^2d^3r
+\frac1{2\epsilon_{\rm v}\kappa}\int(\mathbf P-\kappa\mathbf D)^2d^3r .
\label{eq:square}
\end{equation}
The first term is the energy of the relaxed well. The second is the cost of any mismatch between well and carrier.

\section{Slow motion and the field mass}

Let a density of fixed shape move with constant velocity $\mathbf v$. In steady motion $\ddot{\mathbf P}=(\mathbf v\cdot\nabla)^2\mathbf P$, and solving Eq.~\eqref{eq:motion} by iteration gives
\begin{equation}
\mathbf P=\kappa\left[\mathbf D-\frac{(\mathbf v\cdot\nabla)^2\mathbf D}{\omega^2}+\cdots\right].
\end{equation}
The mismatch is of order $v^2$, so by Eq.~\eqref{eq:square} it costs energy of order $v^4$. At order $v^2$ the kinetic term alone remains:
\begin{equation}
T_P=\frac{\kappa}{2\epsilon_{\rm v}\omega^2}
\int\big[(\mathbf v\cdot\nabla)\mathbf D\big]^2d^3r .
\end{equation}
For a spherical density all directions of $\mathbf v$ are equivalent, so the integral is $v^2/3$ times $\int\partial_iD_j\,\partial_iD_j\,d^3r$, with repeated indices summed. Because $\mathbf D$ has no curl, $\partial_iD_j=\partial_jD_i$. Two integrations by parts then give
\begin{align}
\int\partial_iD_j\,\partial_iD_j\,d^3r
&=\int\partial_iD_j\,\partial_jD_i\,d^3r
=-\int D_j\,\partial_j\partial_iD_i\,d^3r\nonumber\\
&=\int(\nabla\cdot\mathbf D)^2d^3r=e^2\int n^2d^3r .
\end{align}
The surface terms vanish because $D\sim r^{-2}$ at large distance. Writing $T_P=\tfrac12M_{\rm field}v^2$, we find
\begin{equation}
M_{\rm field}=\frac{\kappa e^2}{3\epsilon_{\rm v}\omega^2}\int n^2d^3r .
\label{eq:general}
\end{equation}
A compact density is heavy because its field has steep gradients, so the ions must move quickly as it passes.

The same mass governs acceleration. Let the centre follow $\mathbf X(t)$ and insert $\mathbf P=\kappa\mathbf D(\mathbf r-\mathbf X)$ into $L_P$. The action is stationary about the true $\mathbf P$, so the error is quadratic in the small lag. The Lagrangian becomes $\tfrac12M_{\rm field}\dot{\mathbf X}^2$ plus a constant. The carrier's wave function acquires the factor $e^{im\mathbf v\cdot\mathbf r/\hbar}$, which adds $\tfrac12mv^2$ to its energy. An external force $\mathbf F$ that varies slowly compared with $\omega$ therefore gives $(m+M_{\rm field})\ddot{\mathbf X}=\mathbf F$, as long as the carrier's speed also stays low in the sense explained below. A sudden force meets the bare mass $m$ only at the very start. The ions have not yet begun to move, and their frozen well pulls the displaced carrier back after a time of order $1/\Omega$, where $\Omega$ is the frequency found in the next subsection.

\subsection{A spring-constant reading}

Hold the polarisation fixed and shift the density by a small $\mathbf u$. The mismatch in Eq.~\eqref{eq:square} is then $\kappa(\mathbf u\cdot\nabla)\mathbf D$ to first order, and the energy rises by
\begin{equation}
\frac{\kappa}{2\epsilon_{\rm v}}\int[(\mathbf u\cdot\nabla)\mathbf D]^2d^3r
=\tfrac12Ku^2,\qquad K=M_{\rm field}\,\omega^2 .
\end{equation}
The mass is thus the stiffness with which the frozen well holds the carrier, divided by $\omega^2$. With $\Omega=\sqrt{K/m}$, the frequency of a rigid density in the frozen well, $M_{\rm field}/m=(\Omega/\omega)^2$. A heavy polaron is one whose carrier moves fast compared with the lattice.

\subsection{What ``slowly'' means}

In a Fourier component $\mathbf k$, the response to steady motion contains $1/[1-(\mathbf k\cdot\mathbf v)^2/\omega^2]$. The expansion needs $|\mathbf k\cdot\mathbf v|\ll\omega$ for the waves that matter. For a density of radius $1/\lambda$ this means $\lambda v\ll\omega$. At $\mathbf k\cdot\mathbf v=\omega$ a classical density kept at constant velocity emits lattice waves, although a free quantum carrier with kinetic energy below $\hbar\omega$ cannot. For a Gaussian density, the weight $|n_{\mathbf k}|^2=e^{-k^2/(2\lambda^2)}$ at the smallest such $k$ is $e^{-\omega^2/(2\lambda^2v^2)}$. This is smaller than any power of $v$ as $v\to0$, and it does not affect the mass.

\section{The optimal Gaussian}

From here until the numerical example, $\hbar=m=\omega=1$. The coupling constant is
\begin{equation}
\alpha=\frac{\kappa e^2}{4\pi\epsilon_{\rm v}\hbar}\sqrt{\frac{m}{2\hbar\omega}},
\qquad\text{so}\qquad \frac{\kappa e^2}{4\pi\epsilon_{\rm v}}=\sqrt2\,\alpha .
\end{equation}
Take $\psi=(\lambda^2/\pi)^{3/4}e^{-\lambda^2r^2/2}$ and $n=\psi^2$. Since $\nabla\psi=-\lambda^2\mathbf r\psi$ and $\langle r^2\rangle=3/(2\lambda^2)$, the kinetic energy is
\begin{equation}
\tfrac12\lambda^4\langle r^2\rangle=\tfrac34\lambda^2 .
\end{equation}
The well energy is
\begin{equation}
-\frac{\kappa}{2\epsilon_{\rm v}}\int\mathbf D^2d^3r
=-\frac{\alpha}{\sqrt2}\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\label{eq:coulomb}
\end{equation}
The separation $s$ of two points drawn from $n$ has the density $(\lambda^2/2\pi)^{3/2}e^{-\lambda^2s^2/2}$, because variances add. Hence
\begin{equation}
\left\langle\frac1s\right\rangle
=4\pi\left(\frac{\lambda^2}{2\pi}\right)^{3/2}\int_0^\infty s\,e^{-\lambda^2s^2/2}ds
=4\pi\left(\frac{\lambda^2}{2\pi}\right)^{3/2}\frac1{\lambda^2}
=\lambda\sqrt{\frac2\pi}.
\end{equation}
The static energy and its minimum are
\begin{equation}
E(\lambda)=\frac{3\lambda^2}4-\frac{\alpha\lambda}{\sqrt\pi},\qquad
\frac{3\lambda}{2}=\frac{\alpha}{\sqrt\pi},\qquad
\lambda=\frac{2\alpha}{3\sqrt\pi}.
\end{equation}
Substitution gives $E=\alpha^2/(3\pi)-2\alpha^2/(3\pi)=-\alpha^2/(3\pi)$.

For the mass we need
\begin{equation}
\int n^2d^3r=\left(\frac{\lambda^2}{\pi}\right)^3
\left(\frac{\pi}{2\lambda^2}\right)^{3/2}
=\frac{\lambda^3}{(2\pi)^{3/2}} .
\end{equation}
The prefactor in Eq.~\eqref{eq:general} is $4\pi\sqrt2\,\alpha/3$. Therefore
\begin{equation}
M_{\rm field}=\frac{4\sqrt2\,\pi\alpha}{3}\,\frac{\lambda^3}{2\sqrt2\,\pi^{3/2}}
=\frac{2\alpha\lambda^3}{3\sqrt\pi}
=\frac{2\alpha}{3\sqrt\pi}\,\frac{8\alpha^3}{27\pi^{3/2}}
=\frac{16\alpha^4}{81\pi^2},
\end{equation}
which is Eq.~\eqref{eq:result}. Since $2\alpha/(3\sqrt\pi)=\lambda$, this is also $M_{\rm field}=\lambda^4$.

\subsection{Why the density may be kept rigid}

Let $s$ be a small change of the width parameter and $M(s)$ the total mass. Steady motion makes $L=\tfrac12M(s)v^2-E(s)$ stationary in $s$. With $E'(0)=0$, the shift is $s=v^2M'/(2E'')$ to leading order. Equivalently, the function $R=-L$ is lowered by $v^4M'^2/(8E'')$, which leaves the $v^2$ term unchanged. Separate changes of the three Gaussian widths behave likewise. By symmetry the first-order energy change depends on the sum of the three relative width changes, and its coefficient vanishes at the optimal width. Changes that make the density non-Gaussian can lower the energy at first order even at rest; they lead towards the unrestricted minimum treated below.

\subsection{Two numerical trials at $\alpha=10$}

Here Eq.~\eqref{eq:result} gives $M_{\rm field}=200.14$. In the first trial the rigid Gaussian was accelerated from rest in proportion to $\sin^2(\pi t/120)$, reaching speed $0.002$ at $t=60$. The driven oscillators were integrated in time. At $t=60$ the opposing lattice force divided by the acceleration was $200.28$.

In the second trial $R$ was minimised over Gaussians with separate widths along and across the motion. At $\lambda v=0.03$ the total mass $2[R(0)-R(v)]/v^2$ was $201.77$, against $1+200.14=201.14$; this quotient still contains terms of order $v^2$. Doubling $v$ multiplied the energy gained by relaxation by $16.4$, close to the factor 16 of a $v^4$ law.

\subsection{What the Gaussian costs}

The unrestricted minimum obeys
\begin{equation}
-\tfrac12\nabla^2\psi-\sqrt2\,\alpha
\left[\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'\right]\psi=\epsilon\psi .
\end{equation}
Solved self-consistently on a radial grid, it gives $E=-0.1085\,\alpha^2$ and $M_{\rm field}=0.0227\,\alpha^4$. The Gaussian values are $-0.1061\,\alpha^2$ and $0.0200\,\alpha^4$. Relative to the unrestricted solution, the Gaussian misses 2\% of the binding but 12\% of the mass. The coefficient in Eq.~\eqref{eq:result} is therefore a property of the Gaussian, while the power $\alpha^4$ belongs to the model.

\section{When a different state is better}

The classical well presumes that the carrier adjusts faster than the ions. In the unrestricted well, held fixed, the lowest $s$--$p$ spacing is $0.135\,\alpha^2$ in units of $\hbar\omega$. It must be much larger than one. The neglected quantum effects are thus governed by $1/\alpha^2$. By this count of powers, which is an estimate and not a derivation, they may change the mass by a term of order $\alpha^2m$. That can exceed the bare $m$, so retaining $m$ beside $M_{\rm field}$ does not improve the formula systematically.

The size of this term matters. Feynman's path-integral trial action, which is variational for the energy and usable at all couplings, gives a total mass of $98\,m$ at $\alpha=9.75$, where the Gaussian well gives $182\,m$. At $\alpha=20$ the two values are $2809\,m$ and $3203\,m$. The difference is close to $-\alpha^2m$, or about $-50/\alpha^2$ of $M_{\rm field}$. Feynman's mass is itself an estimate. Measured against it, the Gaussian mass is still 27\% too high at a level spacing of $30\,\hbar\omega$ ($\alpha=15$) and 14\% too high at $54\,\hbar\omega$ ($\alpha=20$).

A competing state provides a definite minimum requirement. With quantised lattice modes in a volume $\mathcal V$, and the zero-point energy omitted,
\begin{equation}
H=\frac{\mathbf p^2}2+\sum_{\mathbf k}a_{\mathbf k}^\dagger a_{\mathbf k}
+\sum_{\mathbf k}\left(V_ka_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}+{\rm h.c.}\right),
\qquad |V_k|^2=\frac{2\sqrt2\,\pi\alpha}{\mathcal Vk^2}.
\end{equation}
The size of $V_k$ follows from the static limit. For fixed $n$ the minimum over classical amplitudes is $-\sum|V_k|^2|n_{\mathbf k}|^2$, which must equal Eq.~\eqref{eq:coulomb}, that is, $-(\alpha/\sqrt2)\sum4\pi|n_{\mathbf k}|^2/(\mathcal Vk^2)$.

The transformation $\exp(-i\mathbf r\cdot\sum\mathbf k\,a_{\mathbf k}^\dagger a_{\mathbf k})$ refers the modes to the carrier's position. It removes $e^{i\mathbf k\cdot\mathbf r}$ and replaces $\mathbf p$ by $\mathbf Q-\sum\mathbf k\,a_{\mathbf k}^\dagger a_{\mathbf k}$, where $\mathbf Q$ is the conserved total momentum. In a coherent state with amplitudes $f_{\mathbf k}$, let $\mathbf G=\sum\mathbf k|f_{\mathbf k}|^2$ and $\mathbf w=\mathbf Q-\mathbf G$. The energy is
\begin{equation}
E=\frac{w^2}2+\sum_{\mathbf k}\left(1+\frac{k^2}2\right)|f_{\mathbf k}|^2
+\sum_{\mathbf k}(V_kf_{\mathbf k}+{\rm c.c.}) ,
\end{equation}
where the $k^2/2$ comes from reordering the operators. Stationarity gives
\begin{equation}
f_{\mathbf k}=-\frac{V_k^*}{1+k^2/2-\mathbf k\cdot\mathbf w} .
\end{equation}
At rest $\mathbf w=0$, and with $\sum|V_k|^2\to(\sqrt2\,\alpha/\pi)\int_0^\infty dk$,
\begin{equation}
E=-\frac{\sqrt2\,\alpha}{\pi}\int_0^\infty\frac{dk}{1+k^2/2}=-\alpha .
\end{equation}
To first order in $\mathbf w$,
\begin{equation}
\mathbf G=\mathbf w\,\frac23\,\frac{\sqrt2\,\alpha}{\pi}
\int_0^\infty\frac{k^2dk}{(1+k^2/2)^3}
=\mathbf w\,\frac23\,\frac{\sqrt2\,\alpha}{\pi}\,\frac{\sqrt2\,\pi}{8}
=\frac{\alpha}{6}\,\mathbf w .
\end{equation}
Thus $\mathbf Q=(1+\alpha/6)\mathbf w$. Because $E$ is stationary in $f_{\mathbf k}$, $\partial E/\partial\mathbf Q=\mathbf w$, and this state has mass $m(1+\alpha/6)$.

Both $-\alpha$ and $-\alpha^2/(3\pi)$ are upper bounds on the ground-state energy. The Gaussian gives the lower one for $\alpha>3\pi\approx9.42$. This comparison selects the better of two trial energies; it does not turn either mass into a bound.

\section{Two carriers in an alkali halide}

Take rough values for a crystal like potassium chloride: $\varepsilon_\infty=2.2$, $\varepsilon_0=4.8$, $\hbar\omega=0.026$ eV and lattice constant $0.63$ nm. Then $\kappa=1/2.2-1/4.8=0.246$. With the crystal held fixed, compare a conduction electron of $0.4\,m_e$ with a heavy hole of $3\,m_e$, where $m_e$ is the free-electron mass. The definition of $\alpha$ gives $3.56$ for the electron and $3.56\sqrt{3/0.4}=9.75$ for the hole.

For the electron, $M_{\rm field}/m=0.0200\times3.56^4=3.2$, or $1.3\,m_e$. For the hole the ratio is $181$, or $544\,m_e$.

\begin{center}
\begin{tabular}{lcc}
 & electron & hole\\
\hline
Gaussian radius $1/\lambda$ (nm) & 2.02 & 0.27\\
Gaussian energy (eV) & $-0.035$ & $-0.263$\\
competing energy (eV) & $-0.093$ & $-0.254$\\
$m+M_{\rm field}$ ($m_e$) & 1.7 & 547\\
competing mass ($m_e$) & 0.64 & 7.9\\
level spacing$/\hbar\omega$ & 1.7 & 12.9\\
density in one cell & 0.1\% & 36\%\\
\end{tabular}
\end{center}

The electron is wide enough for a continuum, but its level spacing barely exceeds the phonon energy and the competing state lies much lower. The strong-coupling mass should be rejected here; $0.64\,m_e$ is the better guide of the two, although it lies 29\% below Feynman's estimate of $0.89\,m_e$ for this electron. The hole passes the energy criterion narrowly. Its two trial energies differ by less than 4\%, while the masses differ by a factor of about 70. Agreement between the two energies therefore says little about the mass. Nor is either energy accurate: Feynman's trial action gives a lower upper bound, $-0.337$ eV.

For the hole, Feynman's estimate of $98\,m$ is $294\,m_e$, so the strong-coupling mass is nearly twice that estimate even within the continuum model. The continuum itself is also doubtful. A sphere with the volume of one primitive cell, radius $0.246$ nm, holds 36\% of its density, so a smooth envelope in a continuum is a poor description. Waves beyond a sphere with the volume of the Brillouin zone supply 7\% of its field mass. Removing them at fixed density would take away about $39\,m_e$, but this does not repair the envelope approximation. Real valence bands are also degenerate and anisotropic, and holes in alkali halides self-trap on a pair of neighbouring halide ions. The value $547\,m_e$ is what the strong-coupling formula returns, not a prediction for that state.

Temperature matters too. At 300 K each mode holds on average $0.58$ phonons. For a prescribed density the linear equation~\eqref{eq:motion} gives the same mean response at any temperature, but a real carrier is scattered and deformed by these vibrations. With the thermal speed $v=\sqrt{k_BT/(m+M_{\rm field})}$ along one axis, $\lambda v/\omega$ is $0.65$ for the electron and $0.27$ for the hole. Feynman's smaller masses would raise these ratios to $0.89$ and $0.37$. Neither carrier is slow in the sense required. For a moving Gaussian free to relax at the hole's coupling, momentum divided by velocity exceeds its value at rest by 8\% at $\lambda v/\omega=0.1$ and by 46\% at $0.2$.

For a calculated density that is roughly spherical and spread over many cells, Eq.~\eqref{eq:general} is more useful than the Gaussian formula, because it takes $\int n^2d^3r$ directly. The density must be the smooth envelope: oscillations within each cell raise this integral but do not belong to the continuum field. Within the continuum model the formula is a rough estimate if the level spacing is also several tens of $\hbar\omega$ and $\lambda v$ is no more than about $0.1\,\omega$. At a spacing of $30\,\hbar\omega$ the unrestricted density still gives a total mass 44\% above Feynman's estimate. Part of this excess belongs to the estimate: at large $\alpha$ Feynman's mass approaches the Gaussian coefficient $0.0200\,\alpha^4$, so the excess falls only towards about 13\%. A spacing of $13\,\hbar\omega$, as for the hole above, is not enough.

In ordinary ionic crystals these conditions conflict. For $\kappa=0.25$, a Gaussian radius of 1 nm and a level spacing of $30\,\hbar\omega$ together require $\hbar\omega\approx3$ meV; even $\kappa=0.5$ allows only about 6 meV. Longitudinal optical phonons in such crystals usually lie between about 10 and 100 meV. The formula is therefore best used as a limiting case for checking other polaron calculations, not as a source of masses for these materials.
